# Valley splitting for a 90 percent twofold population in (001) silicon: a numerical check

```python
"""
Result under test: for one subband per valley ladder in (001) silicon,
    split = kT * ln( f/(1-f) * 2*sqrt(m_long/m_trans) )
puts the fraction f of nondegenerate electrons in the twofold valleys.
split   : fourfold minus twofold subband edge (J)
m_long, m_trans : longitudinal and transverse valley masses (kg)
The z axis is normal to the surface. SI units are used internally.
Device parameters marked rough are typical values, not fitted data.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy
from scipy.linalg import eigh_tridiagonal, eigvalsh
from scipy.integrate import simpson

q, hbar, m0 = const.e, const.hbar, const.m_e
temperature = 300.0
kT = const.k * temperature
m_long, m_trans = 0.916 * m0, 0.19 * m0
target = 0.90
meV, nm, per_cm2 = 1e-3 * q, 1e-9, 1e4

# Derived formula and two-dimensional thermal densities
dos_ratio = 2 * np.sqrt(m_long / m_trans)
split = kT * np.log(target / (1 - target) * dos_ratio)
N2 = 2 * m_trans * kT / (np.pi * hbar**2)
N4 = 4 * np.sqrt(m_long * m_trans) * kT / (np.pi * hbar**2)


def share_formula(gap, thermal=kT):
    return 1 / (1 + dos_ratio * np.exp(-gap / thermal))


def explicit_densities(gap, fermi=0.0, side=200 * nm, thermal=kT,
                       degenerate=False):
    """Sum occupations of periodic plane waves over all six valleys."""
    k_max = np.sqrt(2 * m_long * 40 * thermal) / hbar
    n_max = int(k_max * side / (2 * np.pi)) + 1
    k = 2 * np.pi * np.arange(-n_max, n_max + 1) / side
    kx, ky = np.meshgrid(k, k, indexing="ij")
    twofold = fourfold = 0.0
    for long_axis in (0, 0, 1, 1, 2, 2):
        mass = [m_trans] * 3
        mass[long_axis] = m_long
        edge = 0.0 if long_axis == 2 else gap
        energy = edge + hbar**2 / 2 * (kx**2 / mass[0] + ky**2 / mass[1])
        x = (energy - fermi) / thermal
        occupation = 1 / (1 + np.exp(x)) if degenerate else np.exp(-x)
        density = 2 * occupation.sum() / side**2
        if long_axis == 2:
            twofold += density
        else:
            fourfold += density
    return twofold, fourfold


def explicit_share(gap, **options):
    n2, n4 = explicit_densities(gap, **options)
    return n2 / (n2 + n4)


split_sum = brentq(lambda g: explicit_share(g) - target, 0, 10 * kT,
                   xtol=1e-30, rtol=1e-12)
split_large_box = brentq(
    lambda g: explicit_share(g, side=400 * nm) - target, 0, 10 * kT,
    xtol=1e-30, rtol=1e-12)
assert abs(split_sum / split - 1) < 1e-7
assert abs(split_large_box / split_sum - 1) < 1e-7
n2_sum, n4_sum = explicit_densities(0.0)
assert abs(n2_sum / N2 - 1) < 1e-7 and abs(n4_sum / N4 - 1) < 1e-7

# Sensitivity, compared with a finite difference of the explicit sum
slope = kT / (target * (1 - target))
d_gap = 0.01 * kT
slope_sum = 2 * d_gap / (explicit_share(split + d_gap)
                         - explicit_share(split - d_gap))
assert abs(slope_sum / slope - 1) < 1e-3

# Omitted mass factor and the bulk limit of a very wide well
wrong_split = kT * np.log(2 * target / (1 - target))
wrong_share = explicit_share(wrong_split)
wide = 2000 * nm
quantum = np.arange(1, 6001)


def wide_well_sum(mass):
    energy = (hbar * np.pi * quantum / wide)**2 / (2 * mass)
    return np.exp(-energy / kT).sum()


wide2 = N2 * wide_well_sum(m_long)
wide4 = N4 * wide_well_sum(m_trans)
wide_share = wide2 / (wide2 + wide4)
assert abs(wide_share - 1 / 3) < 0.002

# Degenerate occupation at fixed splitting


def reduced_fermi(density):
    def excess(eta):
        return (N2 * np.logaddexp(0, eta)
                + N4 * np.logaddexp(0, eta - split / kT)) / density - 1
    return brentq(excess, -30, 30)


sheet_densities = np.array([1e11, 1e12, 5e12, 1e13]) * per_cm2
degenerate_shares = []
for density in sheet_densities:
    eta = reduced_fermi(density)
    degenerate_shares.append(N2 * np.logaddexp(0, eta) / density)
    n2, n4 = explicit_densities(split, fermi=eta * kT, degenerate=True)
    assert abs((n2 + n4) / density - 1) < 1e-6
    assert abs(n2 / (n2 + n4) - degenerate_shares[-1]) < 1e-6
dense = sheet_densities[-1]
eta2 = np.log(np.expm1(target * dense / N2))
eta4 = np.log(np.expm1((1 - target) * dense / N4))
split_dense = kT * (eta2 - eta4)
assert abs(explicit_share(split_dense, fermi=eta2 * kT,
                          degenerate=True) - target) < 1e-6

# Triangular well that supplies the splitting
zeros = -ai_zeros(20)[0]
mass_difference = m_trans**(-1 / 3) - m_long**(-1 / 3)
field = (split / (zeros[0] * mass_difference))**1.5 * np.sqrt(2) / (hbar * q)


def hard_levels(mass, strength):
    return zeros * (hbar**2 * q**2 * strength**2 / (2 * mass))**(1 / 3)


def grid_ground(z, potential, link_mass):
    step = z[1] - z[0]
    hop = hbar**2 / (2 * step**2 * link_mass) / q
    value = eigh_tridiagonal(hop[:-1] + hop[1:] + potential / q,
                             -hop[1:-1], eigvals_only=True,
                             select="i", select_range=(0, 0))
    return value[0] * q


def hard_grid_split(step, depletion_width=np.inf):
    z = step * np.arange(1, int(round(20 * nm / step)))
    potential = q * field * (z - z**2 / (2 * depletion_width))
    edges = [grid_ground(z, potential, np.full(len(z) + 1, mass))
             for mass in (m_long, m_trans)]
    return edges[1] - edges[0]


grid_coarse = hard_grid_split(0.04 * nm)
grid_fine = hard_grid_split(0.02 * nm)
assert abs(grid_fine - split) < 0.05 * meV
assert abs(grid_fine - grid_coarse) < 0.2 * meV
levels2, levels4 = hard_levels(m_long, field), hard_levels(m_trans, field)
population2 = N2 * np.exp(-(levels2 - levels2[0]) / kT).sum()
population4 = N4 * np.exp(-(levels4 - levels2[0]) / kT).sum()
all_subband_share = population2 / (population2 + population4)

# Depletion charge and weak-inversion density (rough parameters)
relative_permittivity, bending = 11.7, 1.0
gap_eV, valence_density = 1.12, 3e25
permittivity = relative_permittivity * const.epsilon_0
doping = permittivity * field**2 / (2 * q * bending)
width = 2 * bending / field
assert width > 20 * nm
edge_above_fermi = (q * (gap_eV - bending) + levels2[0]
                    - kT * np.log(valence_density / doping))
weak_density = (N2 + N4 * np.exp(-split / kT)) * np.exp(-edge_above_fermi / kT)
assert weak_density < 0.01 * N2
assert q * weak_density / permittivity < 0.01 * field
curved_split = hard_grid_split(0.02 * nm, width)

# Penetration into oxide, with a flat barrier (rough parameters)
barrier, oxide_mass = 3.1 * q, 0.5 * m0


def soft_ground(mass, strength):
    length = (hbar**2 / (2 * mass * q * strength))**(1 / 3)
    unit = q * strength * length

    def mismatch(x):
        ai, derivative, _, _ = airy(-x)
        decay = np.sqrt(2 * oxide_mass * (barrier - x * unit)) / hbar
        return derivative - ai * length * mass * decay / oxide_mass
    return unit * brentq(mismatch, 1.02, zeros[0])


def soft_split(strength):
    return soft_ground(m_trans, strength) - soft_ground(m_long, strength)


step = 0.02 * nm
node_count = 1100
z_soft = (np.arange(node_count) + 0.5) * step - 2 * nm
link_z = np.arange(node_count + 1) * step - 2 * nm
for mass in (m_long, m_trans):
    links = np.where(link_z < 0, oxide_mass, mass)
    links[np.argmin(abs(link_z))] = (oxide_mass + mass) / 2
    potential = np.where(z_soft < 0, barrier, q * field * z_soft)
    soft_grid = grid_ground(z_soft, potential, links)
    assert abs(soft_grid - soft_ground(mass, field)) < 0.5 * meV
split_soft = soft_split(field)
field_soft = brentq(lambda s: soft_split(s) - split, 0.5 * field, 4 * field)
doping_soft = permittivity * field_soft**2 / (2 * q * bending)

# Nonparabolic kinetic energy E(1+alpha E)=T in a hard-wall sine basis
alpha = 0.5 / q  # rough


def nonparabolic_count(mass, nonparabolicity, size=80):
    box = 15 * nm
    n = np.arange(1, size + 1)
    row, col = np.meshgrid(n, n, indexing="ij")
    odd = (row + col) % 2 == 1
    difference = np.where(odd, row - col, 1)
    position = np.where(odd, -2 * box / np.pi**2
                        * (1 / difference**2 - 1 / (row + col)**2), 0.0)
    position += np.eye(size) * box / 2
    kinetic_z = (hbar * np.pi * n / box)**2 / (2 * mass)
    plane = np.linspace(0, 30, 121) * kT
    ground = []
    for kinetic_plane in plane:
        total = kinetic_z + kinetic_plane
        band = 2 * total / (1 + np.sqrt(1 + 4 * nonparabolicity * total))
        matrix = (np.diag(band) + q * field * position) / q
        ground.append(eigvalsh(matrix, subset_by_index=[0, 0])[0] * q)
    ground = np.array(ground)
    factor = simpson(np.exp(-(ground - ground[0]) / kT), x=plane / kT)
    return factor, ground[0]


for mass, level in ((m_long, levels2[0]), (m_trans, levels4[0])):
    factor, ground = nonparabolic_count(mass, 0.0)
    assert abs(factor - 1) < 1e-4 and abs(ground - level) < 0.2 * meV
count2 = nonparabolic_count(m_long, alpha)[0]
count4 = nonparabolic_count(m_trans, alpha)[0]
count_ratio = count4 / count2
nonparabolic_share = 1 / (1 + dos_ratio * count_ratio * np.exp(-split / kT))

# Warmer device at the same splitting
warm = 360.0
warm_kT = const.k * warm
warm_share = share_formula(split, warm_kT)
warm_split = split * warm / temperature
assert abs(explicit_share(split, thermal=warm_kT) - warm_share) < 1e-7
assert abs(explicit_share(warm_split, thermal=warm_kT) - target) < 1e-7


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Longitudinal mass / m0", m_long / m0)
show("Transverse mass / m0", m_trans / m0)
show("Target twofold share", 100 * target, "%")
show("Thermal energy kT", kT / meV, "meV")
show("Fourfold in-plane DOS mass / m0", np.sqrt(m_long * m_trans) / m0)
show("DOS ratio fourfold/twofold", dos_ratio)
show("Logarithm argument", target / (1 - target) * dos_ratio)
show("Required splitting / kT", split / kT)
show("REQUIRED SPLITTING", split / meV, "meV")
show("REQUIRED SPLITTING in SI", split, "J")
show("Splitting from explicit k sum", split_sum / meV, "meV")
show("Shift on doubling k-sum box", (split_large_box - split_sum) / meV,
     "meV", 2)
show("Extra splitting per percentage point", 0.01 * slope / meV, "meV")
show("One-subband share at zero splitting", 100 * share_formula(0), "%")
show("Share in 2000 nm wide well", 100 * wide_share, "%")
show("Splitting if mass factor omitted", wrong_split / meV, "meV")
show("Actual share at that splitting", 100 * wrong_share, "%")
show("Twofold thermal density N2", N2 / per_cm2, "cm^-2")
show("Fourfold thermal density N4", N4 / per_cm2, "cm^-2")
for density, share in zip(sheet_densities, degenerate_shares):
    show(f"Fermi share at {density / per_cm2:.0e} cm^-2", 100 * share, "%")
show("Splitting for target at 1e13 cm^-2", split_dense / meV, "meV")
show("Hard-wall field needed", field / 1e8, "MV/cm")
show("Twofold lowest level", levels2[0] / meV, "meV")
show("Fourfold lowest level", levels4[0] / meV, "meV")
show("Grid shift, 0.04 to 0.02 nm", (grid_fine - grid_coarse) / meV,
     "meV", 2)
show("Second twofold level above first",
     (levels2[1] - levels2[0]) / meV, "meV")
show("Share with 20 levels per ladder", 100 * all_subband_share, "%")
show("Rough relative permittivity", relative_permittivity)
show("Rough surface band bending", bending, "V")
show("Rough silicon gap", gap_eV, "eV")
show("Rough valence density of states", valence_density / 1e6, "cm^-3")
show("Acceptor doping, hard wall", doping / 1e6, "cm^-3", 3)
show("Depletion width", width / nm, "nm", 3)
show("Estimated weak-inversion density", weak_density / per_cm2, "cm^-2", 2)
show("Splitting with curved potential", curved_split / meV, "meV")
show("Rough oxide barrier", barrier / q, "eV")
show("Rough oxide mass / m0", oxide_mass / m0)
show("Splitting with oxide penetration", split_soft / meV, "meV", 3)
show("Share at that splitting", 100 * share_formula(split_soft), "%", 3)
show("Field needed with penetration", field_soft / 1e8, "MV/cm", 3)
show("Doping needed with penetration", doping_soft / 1e6, "cm^-3", 2)
show("Rough nonparabolicity", alpha * q, "eV^-1")
show("Nonparabolic count ratio 4/2", count_ratio)
show("Share with nonparabolic counts", 100 * nonparabolic_share, "%")
show("Warm device temperature", warm, "K")
show("Share when warm, same splitting", 100 * warm_share, "%")
show("Splitting for target when warm", warm_split / meV, "meV")
print("ALL CHECKS PASSED")
```

It prints:

```
Temperature: 300 K
Longitudinal mass / m0: 0.916
Transverse mass / m0: 0.19
Target twofold share: 90 %
Thermal energy kT: 25.85 meV
Fourfold in-plane DOS mass / m0: 0.4172
DOS ratio fourfold/twofold: 4.391
Logarithm argument: 39.52
Required splitting / kT: 3.677
REQUIRED SPLITTING: 95.05 meV
REQUIRED SPLITTING in SI: 1.523e-20 J
Splitting from explicit k sum: 95.05 meV
Shift on doubling k-sum box: 0 meV
Extra splitting per percentage point: 2.872 meV
One-subband share at zero splitting: 18.55 %
Share in 2000 nm wide well: 33.36 %
Splitting if mass factor omitted: 74.72 meV
Actual share at that splitting: 80.39 %
Twofold thermal density N2: 4.104e+12 cm^-2
Fourfold thermal density N4: 1.802e+13 cm^-2
Fermi share at 1e+11 cm^-2: 89.9 %
Fermi share at 1e+12 cm^-2: 88.99 %
Fermi share at 5e+12 cm^-2: 84.08 %
Fermi share at 1e+13 cm^-2: 76.63 %
Splitting for target at 1e13 cm^-2: 127.7 meV
Hard-wall field needed: 0.7023 MV/cm
Twofold lowest level: 137.9 meV
Fourfold lowest level: 232.9 meV
Grid shift, 0.04 to 0.02 nm: -0.0037 meV
Second twofold level above first: 103.2 meV
Share with 20 levels per ladder: 90.16 %
Rough relative permittivity: 11.7
Rough surface band bending: 1 V
Rough silicon gap: 1.12 eV
Rough valence density of states: 3e+19 cm^-3
Acceptor doping, hard wall: 1.59e+18 cm^-3
Depletion width: 28.5 nm
Estimated weak-inversion density: 4e+09 cm^-2
Splitting with curved potential: 90.15 meV
Rough oxide barrier: 3.1 eV
Rough oxide mass / m0: 0.5
Splitting with oxide penetration: 72.9 meV
Share at that splitting: 79.2 %
Field needed with penetration: 1.12 MV/cm
Doping needed with penetration: 4.1e+18 cm^-3
Rough nonparabolicity: 0.5 eV^-1
Nonparabolic count ratio 4/2: 1.029
Share with nonparabolic counts: 89.74 %
Warm device temperature: 360 K
Share when warm, same splitting: 82.98 %
Splitting for target when warm: 114.1 meV
ALL CHECKS PASSED
```
